# Dynamical Exchange-Correlation Friction on a Slow Ion in an Electron Gas

**Q.** A slow ion in a metal loses energy by scattering electrons at the Fermi level. If I know the exact static Kohn-Sham (KS) potential around the ion, I can compute that scattering. What could be missing?

**A.** Let us first define the friction without mentioning KS electrons. Take an infinitely heavy ion in an otherwise uniform electron gas at zero temperature. I use Hartree atomic units and time dependence $e^{-i\omega t}$. Let $V_0(\mathbf r)$ be the bare ion potential acting on electrons and $n_0(\mathbf r)$ the exact static density around the ion.

With the ion displaced by $X$ along $z$, the interaction energy is $\int n\,V_0(\mathbf r-X\hat z)$. The force on the ion is minus its derivative with respect to $X$,
$$F=\int n(\mathbf r,t)\,\partial_zV_0(\mathbf r-X\hat z)\,d^3r .$$
For small $X$ the potential changes by $-X\partial_zV_0$, so $\delta n=-X\chi(\omega)\partial_zV_0$, where $\chi$ is the exact interacting response with the ion present. Define
$$K(\omega)=\langle\partial_zV_0|\chi(\omega)|\partial_zV_0\rangle ,$$
where the brackets denote integration over both positions. The density change contributes $-K(\omega)X$ to the force. The explicit shift of $V_0$ contributes a frequency-independent term, which must be $+K(0)X$, because a static displacement in a uniform gas produces no force. Therefore
$$\delta F=-[K(\omega)-K(0)]X .$$

**Q.** A steadily moving ion does not stay near its starting point. Why is an expansion in $X$ enough?

**A.** By translation invariance we may expand about its current position. If the electrons' memory lasts a time $\tau$, only the displacement $v\tau$ matters, and it is small compared with the scale of $V_0$ when $v\to0$. This assumes that the response is regular to first order in $\omega$. I also assume a nondegenerate, time-reversal-symmetric ground state. Then $\chi$ is symmetric in its two positions, its real part is even in $\omega$, and its imaginary part is odd:
$$\chi(\omega)=\chi_0+i\omega\chi_1+\dots,\qquad \chi_1=\partial_\omega\mathrm{Im}\,\chi|_0 .$$
The subscripts 0 and 1 will have this meaning for every response and kernel. Since $v=-i\omega X$,
$$\delta F=-i\omega X\langle\partial_zV_0|\chi_1|\partial_zV_0\rangle
=v\langle\partial_zV_0|\chi_1|\partial_zV_0\rangle .$$
Writing $F=-Qv$ gives
$$Q=-\langle\partial_zV_0|\chi_1|\partial_zV_0\rangle .$$
The gas starts in its ground state and can only absorb energy from the moving ion, so $Q\ge0$.

**Q.** Now replace $\chi$ by the KS response $\chi^s$ and $V_0$ by the static KS potential $V_s$. Is that not the same quantity?

**A.** It has the same form, but equality has to be checked. Two static identities allow the comparison. Moving the ion by $X$ changes the density by $-X\partial_zn_0$ and the KS potential by $-X\partial_zV_s$. Hence
$$\chi_0\,\partial_zV_0=\partial_zn_0,\qquad
\chi^s_0\,\partial_zV_s=\partial_zn_0 .$$
At finite frequency the KS potential change is the external one plus the Hartree and exchange-correlation (xc) changes:
$$(\chi^s)^{-1}\delta n=\chi^{-1}\delta n+(f_H+f_{xc})\delta n .$$
Thus, with constant potentials excluded so that the inverses exist,
$$\chi^{-1}=(\chi^s)^{-1}-f_H-f_{xc}.$$

To turn inverses into responses, expand $\chi\chi^{-1}=1$ to first order: $\chi_1\chi_0^{-1}+\chi_0(\chi^{-1})_1=0$, or
$$\chi_1=-\chi_0(\chi^{-1})_1\chi_0 .$$
Insert this in $Q$ and use the first static identity on both sides:
$$Q=\langle\partial_zn_0|(\chi^{-1})_1|\partial_zn_0\rangle .$$
The Hartree kernel is real and independent of frequency, so it drops out of the slope:
$$Q=\langle\partial_zn_0|((\chi^s)^{-1})_1|\partial_zn_0\rangle
-\langle\partial_zn_0|f_{xc,1}|\partial_zn_0\rangle .$$
Applying the same inverse rule to $\chi^s$, with the second static identity, turns the first term into a KS response:
$$Q=Q_{KS}+Q_{xc},$$
$$Q_{KS}=-\langle\partial_zV_s|\chi^s_1|\partial_zV_s\rangle,\qquad
Q_{xc}=-\langle\partial_zn_0|\partial_\omega\mathrm{Im}f_{xc}|_0|\partial_zn_0\rangle .$$

Static screening, exchange and correlation are already inside $V_s$. The second term comes from the frequency dependence of the xc kernel. An adiabatic functional has a real, frequency-independent kernel and therefore gives $Q_{xc}=0$.

**Q.** You have named the first term $Q_{KS}$. Show me that it is my scattering calculation, with all its factors.

**A.** With spin included,
$$\chi^s(\mathbf r,\mathbf r',\omega)=2\sum_{ij}(f_i-f_j)
\frac{\phi_i^*(\mathbf r)\phi_j(\mathbf r)\phi_j^*(\mathbf r')\phi_i(\mathbf r')}
{\omega+\varepsilon_i-\varepsilon_j+i0}.$$
The imaginary part of the denominator gives $-\pi\delta(\omega+\varepsilon_i-\varepsilon_j)$. At zero temperature $f(\varepsilon)-f(\varepsilon+\omega)\to\omega\,\delta(\varepsilon-\varepsilon_F)$, so
$$Q_{KS}=2\pi\sum_{ij}|\langle i|\partial_zV_s|j\rangle|^2
\delta(\varepsilon_i-\varepsilon_F)\delta(\varepsilon_j-\varepsilon_F)\ge0 .$$

For a spherical potential let $a=u_l$, $b=u_{l+1}$ and $L=l+1$. The radial equations are
$$a''=\left[2V_s-k^2+\frac{L(L-1)}{r^2}\right]a,\quad
b''=\left[2V_s-k^2+\frac{L(L+1)}{r^2}\right]b .$$
They give $(ab'-a'b)'=2Lab/r^2$ and
$$(a'b')'=(2V_s-k^2)(ab)'+\frac{L^2}{r^2}(ab)'-\frac{L}{r^2}(ab'-a'b).$$
Moving the derivatives off $ab$ produces $-2V_s'ab+2L^2ab/r^3$ besides total derivatives. The second piece combines with the last term above into $[L(ab'-a'b)/r]'$. Hence
$$2V_s'ab=\frac{d}{dr}\left[\left(2V_s-k^2+\frac{L^2}{r^2}\right)ab
+\frac Lr(ab'-a'b)-a'b'\right].$$
The bracket vanishes at the origin. At large $r$ use $a=\sin(\theta+\delta_l)$ and $b=-\cos(\theta+\delta_{l+1})$, with $\theta=kr-l\pi/2$. Then $-k^2ab-a'b'=k^2\sin(\delta_l-\delta_{l+1})$, and
$$\int_0^\infty u_lV_s'u_{l+1}\,dr=\frac{k^2}{2}\sin(\delta_l-\delta_{l+1}).$$

Energy-normalized states carry a factor $\sqrt{2/(\pi k)}$ each. Since $\partial_zV_s=V_s'\cos\vartheta$, the angular sum is
$$\sum_m\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}=\frac{l+1}{3}.$$
The two orderings $l\leftrightarrow l+1$ give another factor 2. At $k=k_F$,
$$Q_{KS}=4\pi\sum_l\frac{l+1}{3}\left(\frac{2}{\pi k_F}\right)^2\frac{k_F^4}{4}\sin^2(\delta_l-\delta_{l+1})$$
$$\phantom{Q_{KS}}=\frac{4k_F^2}{3\pi}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

**Q.** And the transport cross section?

**A.** Integrating $(1-\cos\vartheta)$ times the squared scattering amplitude gives
$$\sigma_{tr}=\frac{4\pi}{k_F^2}\sum_l\big[(2l+1)\sin^2\delta_l
-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\big].$$
The first sum equals $\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. Also, $\sin^2\alpha+\sin^2\beta-2\sin\alpha\sin\beta\cos(\alpha-\beta)=\sin^2(\alpha-\beta)$. Thus $\sigma_{tr}=(4\pi/k_F^2)\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})$. With bulk density $n=k_F^3/(3\pi^2)$,
$$Q_{KS}=n\,k_F\,\sigma_{tr}(k_F).$$

For a prescribed well $-e^{-r^2/2}$ at $k_F=1$, the first three phase shifts are 1.020, 0.476 and 0.078. The first two terms of the sum are $\sin^2(0.544)=0.268$ and $2\sin^2(0.398)=0.300$. They contribute $0.424\times0.568=0.241$. The full result is $0.03377\times7.319=0.247\,\hbar/a_0^2$. A direct angular integration of the amplitude and the radial force elements were tested against each other here. This well checks the scattering formula; it is not a self-consistent ion.

**Q.** I have a more serious objection. Internal xc forces cannot push a system as a whole. Does that not force $Q_{xc}$ to vanish?

**A.** It would if the whole electron system moved with the ion. Consider a finite sample and shake its entire density rigidly. In the co-moving frame both the interacting and the KS system feel the same uniform inertial force, so the xc potential also moves rigidly. Therefore
$$f_{xc}(\omega)\,\partial_zn_{\rm whole}=\partial_zv_{xc},$$
and the right side is real. Split the density gradient into the part near the ion and the part at the sample surface. Taking the imaginary part and contracting with the ion part gives
$$\langle\partial_zn_{\rm ion}|\mathrm{Im}f_{xc}|\partial_zn_{\rm ion}\rangle
=-\langle\partial_zn_{\rm ion}|\mathrm{Im}f_{xc}|\partial_zn_{\rm surf}\rangle .$$
In the stopping problem the ion moves while the surface stays at rest, so only the left side enters. The identity does not make it zero. It says instead that a nonzero value requires a kernel connecting the ion to the distant surface. A local approximation to $f_{xc}$ in an inhomogeneous system can miss this constraint.

**Q.** Can the inverse-response algebra be checked where the interacting problem is solved numerically?

**A.** Two interacting electrons on a ring provide such a check. A ring has no surface, and a uniform acceleration field around it is not the gradient of a periodic potential, so the rigid-shaking argument does not apply. A finite ring has discrete levels and no friction. The first nonzero term is $K(\omega)-K(0)=K_2\omega^2$. Because the acceleration is $-\omega^2X$, the force is $K_2$ times the acceleration, and the added mass is $M=-K_2$. Repeating the inverse expansion at order $\omega^2$ gives
$$M=M_{KS}-\langle\partial_xn_0|f_{xc,2}|\partial_xn_0\rangle ,$$
where $f_{xc,2}$ is the coefficient of $\omega^2$.

Take a ring of length $10\,a_0$ and a spin singlet. With $\theta$ the angle from the ion and $\theta_{12}$ the angle between the electrons, the ion potential is $-e^{3(\cos\theta-1)}$ and the repulsion is $2e^{2(\cos\theta_{12}-1)}$, both in hartree. Diagonalization on the grid gives $M=0.656$ electron masses. The KS potential obtained by inverting the same density gives $M_{KS}=0.411$. The difference is 0.245, and the separately evaluated kernel term is also 0.245. Freezing the kernel at its static value returns 0.411. This tests the algebra and shows that the correct static density does not guarantee the correct dynamical force. It does not yet establish a nonzero friction term.

**Q.** Then establish one. A formula containing $\mathrm{Im}f_{xc}$ is no evidence that its slope is nonzero.

**A.** Take a uniform gas with a weak interaction $w(q)$ and work to first order in $w$. In the equation of motion, $w$ multiplies the two-body density matrix. At this order that matrix may be evaluated for noninteracting driven electrons, whose state is a determinant. It separates into Hartree and exchange parts, so time-dependent Hartree-Fock gives the complete first-order response.

Let $F_{\mathbf k}=f_{\mathbf k}-f_{\mathbf k+\mathbf q}$, $\Delta_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$ and $g=1/(\omega-\Delta+i0)$. Primes denote the variable $\mathbf k'$, and $\int$ includes $d^3k/(2\pi)^3$. For a drive $V$, the amplitude per spin without the Hartree term obeys
$$\left(\omega-\Delta-\int wF'\right)\rho=F\left(V-\int w\rho'\right),$$
where $w=w(\mathbf k-\mathbf k')$. The left integral is the exchange change of the pair energy; the right one is the exchange field. At zeroth order $\rho=FgV$. At first order
$$\rho^{(1)}/V=Fg^2\int wF'-Fg\int wF'g'.$$
Sum over momentum and spin, then symmetrize $g^2$ as $(g^2+g'^2)/2$:
$$\Pi=2\iint wFF'(g^2-gg')=\iint wFF'(g-g')^2 .$$
Restoring the Hartree term, $\chi=\chi^s+w(q)(\chi^s)^2+\Pi$. Comparison with the first-order form $\chi=\chi^s+\chi^s[w(q)+f_x]\chi^s$ yields
$$f_x(q,\omega)=\frac{\Pi(q,\omega)}{[\chi^s(q,\omega)]^2}.$$

**Q.** Does exchange always make this kernel dynamical?

**A.** No. For a contact interaction $w$ is constant. Since $\int F=0$, the $g^2$ term vanishes. The other is $-2w(\int Fg)^2=-w(\chi^s)^2/2$, because $\chi^s=2\int Fg$. Thus $f_x=-w/2$, which is real at every frequency. At this order the dynamical term needs a finite interaction range.

For finite range put $x=\mathbf k\cdot\hat q+q/2$, so $\Delta=qx$. Let $W(x,x')$ be $wFF'$ integrated over the transverse momenta, and $A(x)=\int W\,dx'$. With $\zeta=\omega/q+i0$,
$$\Pi=\frac{1}{(2\pi)^6q^2}\iint W
\left[\frac1{\zeta-x}-\frac1{\zeta-x'}\right]^2dx\,dx'.$$
The squared terms give $2\int A/(\zeta-x)^2=-2\int A'/(\zeta-x)$ after integration by parts. Their imaginary part is $2\pi A'(\omega/q)$. In the cross term either denominator can supply $-i\pi\delta$, giving
$$4\pi P\int\frac{W(\omega/q,x')}{\omega/q-x'}dx' .$$
At $x=0$ the two occupations in $F$ are equal, so $W(0,x')=0$. Reflection symmetry makes $A$ even. The slope is therefore
$$\Pi_1=\frac{1}{(2\pi)^6q^3}\left[2\pi A''(0)
-4\pi\int\frac{\partial_xW(0,x')}{x'}dx'\right].$$
For $q<2k_F$ the transverse integral of $F$ is $2\pi qx$ near $x=0$, which gives $\chi^s_1=-1/(2\pi q)$. Differentiating the quotient gives
$$f_{x,1}=\frac{\Pi_1}{(\chi^s_0)^2}-\frac{2\Pi_0\chi^s_1}{(\chi^s_0)^3}.$$

**Q.** How does this become a friction for an actual moving potential?

**A.** For a weak ion, keep second order in $V_0$. The average of $q_z^2$ over directions is $q^2/3$, so
$$Q=\frac1{6\pi^2}\int_0^{2k_F}q^4|V_0(q)|^2[-\chi_1(q)]\,dq .$$
For $q>2k_F$ no zero-energy pair is available and the slope is zero. To first order in $w$,
$$-\chi_1=-\chi^s_1-2\chi^s_1[w(q)+f_{x,0}]\chi^s_0-(\chi^s_0)^2f_{x,1}.$$
The first two terms are scattering from $V_s=V_0[1+(w+f_{x,0})\chi^s_0]$. The last is the dynamical term.

Choose a model gas with $k_F=1$, $w(q)=w_0e^{-q^2/2b^2}$, $w_0=b=1$, and an ion potential $V_0(q)=Ue^{-q^2/2}$, $U=1$, all in atomic units. At $q=1.2$ the static response is $\chi^s_0=-0.0881$, $w(q)=0.4868$, $f_{x,0}=-0.1664$ and $f_{x,1}=-0.0380$. With $\chi^s_1=-0.1326$,
$$2(0.1326)(0.4868-0.1664)(-0.0881)=-0.00749,$$
$$-(0.0881)^2(-0.0380)=+0.00029 .$$
Their sum, $-0.00719$ with unrounded inputs, agrees with the first-order friction density found directly from imaginary frequencies. That test does not use the real-axis slope formula.

**Q.** What survives after integration?

**A.** The bare part can be done by hand:
$$Q_{\rm bare}=\frac{1}{12\pi^3}\int_0^2q^3e^{-q^2}dq
=\frac{1-5e^{-4}}{24\pi^3}=1.221\times10^{-3}.$$
In units of $10^{-3}\hbar/a_0^2$, the static Hartree and exchange change is $-0.0705$, so $Q_{KS}=1.22075-0.07051=1.15024$. Dynamical exchange adds $0.0033$, giving $Q=1.1535$, or $4.34\times10^{-17}$ kg/s.

The dynamical term is 0.28% of $Q_{KS}$, and $0.0033/0.0705$, about 5%, of the static interaction change. It is small here but nonzero, which is what the argument required. The totals are first order in $w$. Summing the Hartree and exchange terms to all orders raises $Q$ by about $0.004$, more than the dynamical term itself, so 1.1535 is not the friction of this model to the digits shown. The example also involves no physical memory. At first order the same total follows from golden-rule scattering off the static but nonlocal Hartree-Fock potential, with the exchange-shifted effective mass. It appears as a frequency-dependent kernel because the KS potential is local. At leading order it scales as $w_0U^2$. When the interaction is made nearly contact-like ($b=200$; at large $b$ the slope decreases as $1/b^2$), the slope at $q=1.2$ falls from $-0.038$ to about $-5\times10^{-6}$, as the contact limit demands.

**Q.** May I conclude that KS scattering underestimates stopping by a fraction of a percent in real metals?

**A.** No. The percentage belongs to this weak, finite-range model. Correlation begins at second order in $w$ and is left out, as are strong ion potentials and Coulomb interactions. The sign is not general either: at leading order the dynamical term is proportional to $w_0$, so an attractive interaction formally reverses it (at zero temperature such a gas would pair, which this order does not describe). The condition $Q\ge0$ requires only $Q_{xc}\ge-Q_{KS}$.

The split itself needs the regular low-frequency limit. A degenerate magnetic ion, or a response with a nonanalytic term at this order, needs separate treatment. In a crystal, moving the ion alone does not translate the whole density rigidly. The gradients must then be replaced by minus the derivatives of $n_0$ and $V_s$ with respect to ion position, and the friction depends on that position.

Within the stated conditions, your scattering calculation gives $Q_{KS}$, even with the exact static potential. The full linear friction also needs the low-frequency dissipative slope of $f_{xc}$. The numerical output below lists the values behind these comparisons.

## Table of computed values

```
Ring: length = 10.0 a0, grid points = 31
Ring: exact added mass = 0.656461 electron masses
Ring: static-KS added mass = 0.411378 electron masses
Ring: dynamical-kernel term = 0.245083 electron masses
Ring: frozen-kernel added mass = 0.411378 electron masses
Strong well: V = -exp(-r^2/2) Ha, r in a0, k = 1 / a0
Strong well: phase shift l=0: 1.02020 rad (modulo pi)
Strong well: phase shift l=1: 0.47574 rad (modulo pi)
Strong well: phase shift l=2: 0.07816 rad (modulo pi)
Strong well: transport cross section = 7.31878 a0^2
Strong well: KS-type friction = 0.247182 hbar/a0^2
Gas: Fermi wave number = 1.00 / a0
Gas: density = 0.033774 / a0^3
Gas: interaction w0 = 1.00 Ha a0^3, b = 1.00 / a0
Ion: strength U = 1.00 Ha a0^3
Exchange kernel, q=0.05/a0: -0.14853 Ha a0^3
Exchange kernel, compressibility: -0.14850 Ha a0^3
q = 0.8 / a0: static exchange kernel = -0.15664 Ha a0^3
   slope of Im f_x = -0.01959 hbar a0^3
   first-order friction density, direct = -0.021513 a.u.
   first-order friction density, split = -0.021513 a.u.
q = 1.2 / a0: static exchange kernel = -0.16642 Ha a0^3
   slope of Im f_x = -0.03800 hbar a0^3
   first-order friction density, direct = -0.007192 a.u.
   first-order friction density, split = -0.007192 a.u.
q = 1.5 / a0: static exchange kernel = -0.17439 Ha a0^3
   slope of Im f_x = -0.06280 hbar a0^3
   first-order friction density, direct = -0.002136 a.u.
   first-order friction density, split = -0.002136 a.u.
Contact limit, q=1.2/a0: slope of Im f_x = -4.80e-06 hbar a0^3
Friction, bare scattering = 1.220750e-03 hbar/a0^2
Friction, weak phase-shift check = 1.220532e-03 hbar/a0^2
Friction, static KS change = -7.051298e-05 hbar/a0^2
Friction, KS total = 1.150237e-03 hbar/a0^2
Friction, dynamical exchange = 3.268579e-06 hbar/a0^2
Friction, full first order = 1.153505e-03 hbar/a0^2
Dynamical exchange / KS total = 0.284 percent
Friction, full first order = 4.3440e-17 kg/s
Friction, dynamical exchange = 1.2309e-19 kg/s
```
